# Two reductions of Hc = ESc and the S-orthogonality of its eigenvectors

An electron moves freely between hard walls at $x=0$ and $x=1$ bohr. Its wavefunction must vanish at both walls, and a simple way to approximate the lowest states is to mix two polynomials that do so:

$$\phi_1=x^2(1-x),\qquad \phi_2=x(1-x).$$

Here $x$ is the position in bohr and the functions are dimensionless. Both are positive inside the box, so they overlap. The energies then follow not from an ordinary matrix eigenproblem but from one with an overlap matrix beside the energy. Does it still have real energies and orthogonal states, and how can it be turned into an ordinary one?

## The equation and its assumptions

Let $\psi=\sum_j c_j\phi_j$ be a combination of $n$ basis functions. In general $\hat H\psi-E\psi$ cannot be made zero within a finite basis, but it can be made orthogonal to every basis function:

$$\langle\phi_i|\hat H\psi-E\psi\rangle=0,\qquad i=1,\dots,n.$$

With $H_{ij}=\langle\phi_i|\hat H\phi_j\rangle$ and $S_{ij}=\langle\phi_i|\phi_j\rangle$ this reads

$$Hc=ESc. \tag{1}$$

Both matrices are Hermitian, $H=H^\dagger$ and $S=S^\dagger$. The overlap matrix also satisfies

$$c^\dagger Sc=\sum_{ij}c_i^*\langle\phi_i|\phi_j\rangle c_j=\langle\psi|\psi\rangle\ge 0 .$$

This vanishes only if $\psi=0$. If the basis functions are linearly independent, $\psi=0$ requires $c=0$, so $c^\dagger Sc>0$ for every $c\neq0$: $S$ is positive definite. In particular $S$ is invertible, because $Sc=0$ would give $c^\dagger Sc=0$.

For the box, in atomic units, $\hat H=-\tfrac12\,d^2/dx^2$. Integration by parts gives $H_{ij}=\tfrac12\int_0^1\phi_i'\phi_j'\,dx$, since the functions vanish at the walls. With $\phi_1'=2x-3x^2$ and $\phi_2'=1-2x$,

$$\begin{aligned}
S_{11}&=\tfrac15-\tfrac26+\tfrac17=\tfrac1{105}, & H_{11}&=\tfrac12\left(\tfrac43-3+\tfrac95\right)=\tfrac1{15},\\
S_{12}&=\tfrac14-\tfrac25+\tfrac16=\tfrac1{60}, & H_{12}&=\tfrac12\left(1-\tfrac73+\tfrac32\right)=\tfrac1{12},\\
S_{22}&=\tfrac13-\tfrac12+\tfrac15=\tfrac1{30}, & H_{22}&=\tfrac12\left(1-2+\tfrac43\right)=\tfrac16.
\end{aligned}$$

The elements of $S$ are in bohr and those of $H$ in hartree bohr.

Multiplying (1) by $S^{-1}$ gives an ordinary eigenproblem at once, but it loses the symmetry. Here

$$S^{-1}=\begin{pmatrix}840&-420\\-420&240\end{pmatrix}\ \text{bohr}^{-1},\qquad
S^{-1}H=\begin{pmatrix}21&0\\-8&5\end{pmatrix}\ \text{hartree}.$$

The energies, 5 and 21 hartree, can be read from the diagonal of this triangular matrix. The matrix is not symmetric, however, so the theorem on Hermitian matrices cannot be applied to it. That theorem is the one result presupposed below: a Hermitian matrix has real eigenvalues and a complete orthonormal set of eigenvectors.

The result to be derived is that (1) has real eigenvalues and $n$ eigenvectors that can be chosen with

$$c_i^\dagger Sc_j=\delta_{ij}. \tag{2}$$

## First derivation: Cholesky factorization

**The factor exists.** We need a lower triangular $L$, with positive diagonal, such that $S=LL^\dagger$. For a $1\times1$ matrix, $L=\sqrt S$. For a larger one, split off the first row and column, and split the vector $c$ in the same way:

$$S=\begin{pmatrix}s&v^\dagger\\v&B\end{pmatrix},\qquad c=\begin{pmatrix}a\\b\end{pmatrix}.$$

The choice $a=1$, $b=0$ shows that $s>0$. Completing the square gives

$$\begin{aligned}
c^\dagger Sc&=s|a|^2+a^*v^\dagger b+b^\dagger v\,a+b^\dagger Bb\\
&=s\left|a+\frac{v^\dagger b}{s}\right|^2+b^\dagger\left(B-\frac{vv^\dagger}{s}\right)b .
\end{aligned}$$

For any $b\ne0$ choose $a=-v^\dagger b/s$. The square vanishes while the total stays positive, so the smaller matrix $B-vv^\dagger/s$ is positive definite. If it has a factorization $MM^\dagger$, then

$$L=\begin{pmatrix}\sqrt s&0\\v/\sqrt s&M\end{pmatrix},\qquad
LL^\dagger=\begin{pmatrix}s&v^\dagger\\v&vv^\dagger/s+MM^\dagger\end{pmatrix}=S .$$

By induction the factor exists for every size. Its determinant is the product of its positive diagonal elements, so $L$ is invertible.

**The reduction.** Write $L^{-\dagger}$ for $(L^\dagger)^{-1}=(L^{-1})^\dagger$. Put $y=L^\dagger c$, so that $c=L^{-\dagger}y$. Equation (1) becomes

$$HL^{-\dagger}y=E\,LL^\dagger L^{-\dagger}y=E\,Ly .$$

Multiplying from the left by $L^{-1}$ gives

$$A_C\,y=Ey,\qquad A_C=L^{-1}HL^{-\dagger}. \tag{3}$$

Each step can be reversed, so (3) has the same eigenvalues as (1). The new matrix is Hermitian:

$$A_C^\dagger=(L^{-\dagger})^\dagger H^\dagger(L^{-1})^\dagger=L^{-1}HL^{-\dagger}=A_C .$$

Hence $E$ is real and there are $n$ orthonormal vectors $y_i$. Translating their orthonormality back,

$$\delta_{ij}=y_i^\dagger y_j=(L^\dagger c_i)^\dagger(L^\dagger c_j)=c_i^\dagger LL^\dagger c_j=c_i^\dagger Sc_j ,$$

which is (2).

**The box.** The recipe gives

$$L_{11}=\sqrt{\tfrac1{105}}=0.09759,\quad L_{21}=\frac{1/60}{L_{11}}=0.17078,\quad L_{22}=\sqrt{\tfrac1{30}-\tfrac{105}{3600}}=\sqrt{\tfrac1{240}}=0.06455,$$

in bohr$^{1/2}$. Inverting the triangle,

$$L^{-1}=\begin{pmatrix}\sqrt{105}&0\\-\tfrac74\sqrt{240}&\sqrt{240}\end{pmatrix}=\begin{pmatrix}10.247&0\\-27.111&15.492\end{pmatrix}\ \text{bohr}^{-1/2}.$$

The elements of $A_C$, in hartree, are

$$\begin{aligned}
(A_C)_{11}&=105\,H_{11}=7,\\
(A_C)_{12}&=\sqrt{105\cdot240}\left(H_{12}-\tfrac74H_{11}\right)=\sqrt{25200}\left(-\tfrac1{30}\right)=-\sqrt{28}=-5.2915,\\
(A_C)_{22}&=240\left(H_{22}-\tfrac72H_{12}+\tfrac{49}{16}H_{11}\right)=40-70+49=19 .
\end{aligned}$$

The trace is 26 and the determinant is $133-28=105$. With $E$ in hartree,

$$E^2-26E+105=(E-5)(E-21)=0 .$$

For $E=5$ the first row of (3) reads $2y_1=\sqrt{28}\,y_2$, so the normalized vector is $(\sqrt7,1)/\sqrt8=(0.9354,0.3536)$. The other eigenvector is perpendicular to it: $(-1,\sqrt7)/\sqrt8$. Applying $L^{-\dagger}$ gives

$$c_1=\sqrt{30}\begin{pmatrix}0\\1\end{pmatrix}=\begin{pmatrix}0\\5.477\end{pmatrix},\qquad
c_2=\sqrt{210}\begin{pmatrix}-2\\1\end{pmatrix}=\begin{pmatrix}-28.98\\14.49\end{pmatrix}\ \text{bohr}^{-1/2}.$$

## Second derivation: the inverse square root

**The root exists.** Since $S$ is Hermitian, it can be written $S=W\,\mathrm{diag}(s_k)\,W^\dagger$, where the columns $w_k$ of the unitary matrix $W$ are its eigenvectors. Each eigenvalue is positive, because $s_k=w_k^\dagger Sw_k>0$. Define

$$S^{\pm1/2}=W\,\mathrm{diag}(s_k^{\pm1/2})\,W^\dagger ,$$

with positive roots. Both matrices are Hermitian. Because $W^\dagger W=1$, the square of $S^{1/2}$ is $S$, and $S^{-1/2}$ is the inverse of $S^{1/2}$.

**The reduction.** Put $z=S^{1/2}c$, so that $c=S^{-1/2}z$. Equation (1) becomes

$$HS^{-1/2}z=E\,S\,S^{-1/2}z=E\,S^{1/2}z .$$

Multiplying from the left by $S^{-1/2}$ gives

$$A_S\,z=Ez,\qquad A_S=S^{-1/2}HS^{-1/2}. \tag{4}$$

This matrix is Hermitian because all three factors are and their order is symmetric. Again $E$ is real, and there are $n$ orthonormal vectors $z_i$ with

$$\delta_{ij}=z_i^\dagger z_j=c_i^\dagger S^{1/2}S^{1/2}c_j=c_i^\dagger Sc_j .$$

This is (2) once more, without a triangular factor.

**The box.** For a $2\times2$ matrix the root needs no eigenvectors. Let $T=S^{1/2}$ and $d=\det T=\sqrt{\det S}$. The eigenvalues $t_k=s_k^{1/2}$ of $T$ satisfy $(t_k-t_1)(t_k-t_2)=t_k^2-(\mathrm{tr}\,T)\,t_k+d=0$, since $t_1+t_2=\mathrm{tr}\,T$ and $t_1t_2=d$. Placing these two relations on a diagonal and multiplying by $W$ from the left and $W^\dagger$ from the right gives $T^2-(\mathrm{tr}\,T)T+d\,1=0$. With $T^2=S$,

$$T=\frac{S+d\,1}{\mathrm{tr}\,T},\qquad (\mathrm{tr}\,T)^2=\mathrm{tr}\,S+2d ,$$

where the second relation is the trace of the first. Here $d=\sqrt{1/25200}=0.006299$ bohr and $\mathrm{tr}\,T=0.2355$ bohr$^{1/2}$, so

$$S^{1/2}=\begin{pmatrix}0.06719&0.07077\\0.07077&0.16830\end{pmatrix}\ \text{bohr}^{1/2},\quad
S^{-1/2}=\begin{pmatrix}26.7165&-11.2350\\-11.2350&10.6665\end{pmatrix}\ \text{bohr}^{-1/2}.$$

The first element of $A_S$ is

$$(A_S)_{11}=\frac{26.7165^2}{15}-\frac{2(26.7165)(11.2350)}{12}+\frac{11.2350^2}{6}=18.596 .$$

The others follow from the same matrix product:

$$A_S=\begin{pmatrix}18.5957&-5.7174\\-5.7174&7.4043\end{pmatrix}\ \text{hartree}.$$

It looks quite unlike $A_C$, yet its trace is 26 and its determinant 105 (the rounded elements shown give 104.9995). The quadratic equation and its roots are therefore the same. For $E=5$ the first row gives $13.5957\,z_1=5.7174\,z_2$, hence the normalized vector $(0.3876,0.9218)$. Multiplication by $S^{-1/2}$ returns the same $c_1$ as before.

## Why the two matrices agree

Define $Q=L^{-1}S^{1/2}$. Then

$$QQ^\dagger=L^{-1}S^{1/2}S^{1/2}L^{-\dagger}=L^{-1}LL^\dagger L^{-\dagger}=1 .$$

Since $Q$ is square, $Q^\dagger$ is its inverse and $Q$ is unitary. Moreover $QS^{-1/2}=L^{-1}$, and the adjoint of this is $S^{-1/2}Q^\dagger=L^{-\dagger}$. Therefore

$$QA_SQ^\dagger=(QS^{-1/2})\,H\,(S^{-1/2}Q^\dagger)=L^{-1}HL^{-\dagger}=A_C . \tag{5}$$

The two matrices are unitarily similar. Their eigenvectors are related by $y=Qz$, because $L^\dagger=L^{-1}S$ gives

$$y=L^\dagger c=L^{-1}S\,S^{-1/2}z=L^{-1}S^{1/2}z=Qz .$$

Physically, each reduction replaces the $\phi_i$ by an orthonormal basis of the same function space. If the columns of $X$ hold the coefficients of the new functions, their overlap matrix is $X^\dagger SX$ and their Hamiltonian matrix is $X^\dagger HX$. Both $X=L^{-\dagger}$ and $X=S^{-1/2}$ make the overlap matrix 1. Two orthonormal bases of one space differ by a unitary change, and that change is $Q$.

For the box,

$$Q=\begin{pmatrix}0.6885&0.7252\\-0.7252&0.6885\end{pmatrix},$$

a rotation by $-46.5^\circ$. It takes $(0.3876,0.9218)$ to $(0.9354,0.3536)$, the eigenvector of $A_C$ for the same energy.

## S-orthogonality without any reduction

Part of (2) follows from (1) directly. Multiply $Hc_i=E_iSc_i$ by $c_j^\dagger$. Then take the adjoint of $Hc_j=E_jSc_j$ and multiply it by $c_i$:

$$c_j^\dagger Hc_i=E_i\,c_j^\dagger Sc_i,\qquad c_j^\dagger Hc_i=E_j^*\,c_j^\dagger Sc_i .$$

Subtracting,

$$(E_i-E_j^*)\,c_j^\dagger Sc_i=0 . \tag{6}$$

For $i=j$ the factor $c_i^\dagger Sc_i$ is positive, so $E_i$ is real. For $E_i\neq E_j$ it follows that $c_j^\dagger Sc_i=0$.

This product is the overlap of two wavefunctions, $c_j^\dagger Sc_i=\langle\psi_j|\psi_i\rangle$. The plain product $c_j^\dagger c_i$ has no such meaning in an overlapping basis. In the box,

$$c_1^\dagger Sc_2=\sqrt{30\cdot210}\left(-\tfrac2{60}+\tfrac1{30}\right)=0,\qquad c_1^\dagger c_2=\sqrt{6300}=79.37\ \text{bohr}^{-1}.$$

The wavefunctions are $\psi_1=\sqrt{30}\,x(1-x)$ and $\psi_2=\sqrt{210}\,x(1-x)(1-2x)$. One is even and the other odd about the middle of the box, so their overlap integral vanishes.

When $E_i=E_j$, equation (6) says nothing about the overlap. If $H=E_0S$, for instance, every vector is an eigenvector, including $(1,0)$ and $(0,1)$, whose S-product is $S_{12}$. Both reductions settle this case, since orthonormal eigenvectors of a Hermitian matrix can be chosen within a degenerate level too. They also supply completeness. With the $c_i$ as columns of $C$, (2) reads $C^\dagger SC=1$. Thus $C^{-1}=C^\dagger S$, and $CC^\dagger=S^{-1}$.

## What each derivation assumes

Both changes of variable require a positive definite $S$. A Hermitian $H$ then makes the reduced matrix Hermitian, and both routes use the theorem on Hermitian matrices for the final problem. They differ in what they ask of $S$.

The Cholesky route needs only elimination and square roots of positive numbers. It does not diagonalize $S$, but it depends on the order of the basis. The first new function is $\phi_1$ normalized, so $(A_C)_{11}=H_{11}/S_{11}=7$ hartree. With $\phi_2$ placed first, that element would be $H_{22}/S_{22}=5$ hartree. The trace 26 then makes the other diagonal element 21, and the determinant 105 leaves zero off the diagonal. The reordered matrix is already diagonal because $\phi_2$ is proportional to $\psi_1$.

The symmetric route uses the theorem twice, first for $S$ and then for $A_S$. In return it does not depend on the order of the basis. Reordering the basis by a permutation $P$ changes $S$ to $PSP^\dagger$ and its eigenvectors to $Pw_k$, so $S^{-1/2}$ becomes $PS^{-1/2}P^\dagger$. Since $H$ becomes $PHP^\dagger$, the matrix $A_S$ is merely reordered in the same way. The route does depend on the scale of the functions. The overlap of the $i$-th new function with $\phi_i$ is $(SS^{-1/2})_{ii}=(S^{1/2})_{ii}$, and dividing by the norm $\sqrt{S_{ii}}$ gives $0.06719/0.09759=0.689$ for $\phi_1$ and $0.16830/0.18257=0.922$ for $\phi_2$. Here the function with the larger norm is changed less.

If the basis is already orthonormal, $S=1$, then $L=S^{1/2}=1$ and both reductions leave $H$ unchanged. At the opposite limit the basis becomes nearly dependent and the smallest eigenvalue of $S$ tends to zero. The largest factor by which $S^{-1/2}$ stretches a vector is $s_{\min}^{-1/2}$. Since $L^{-1}=QS^{-1/2}$ and $Q$ preserves lengths, the same holds for $L^{-1}$. In the box the eigenvalues of $S$ are 0.00095 and 0.0419 bohr. These values also depend on the scale of the functions, so near-dependence is better judged after normalizing them. The eigenvalues are then $1\pm S_{12}/\sqrt{S_{11}S_{22}}=0.065$ and $1.935$, which is harmless. If an eigenvalue of $S$ were zero, neither inverse would exist, and the redundant combination would have to be removed first.

Positivity cannot simply be dropped. The normalization (2) requires it, because $C^\dagger SC=1$ gives $S=(CC^\dagger)^{-1}$, which is positive definite. Without it the energies may still be real: $H=\mathrm{diag}(1,2)$ with $S=\mathrm{diag}(1,-1)$ gives $E=1$ and $E=-2$. Here $H$ is positive definite, so (1) can be written $Sc=E^{-1}Hc$, which has the same form with the roles of the two matrices exchanged. When neither matrix is definite, real energies are no longer guaranteed. Take the dimensionless matrices

$$H=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad S=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

Both are Hermitian, but (1) reads $c_2=Ec_1$ and $c_1=-Ec_2$, so $E^2=-1$ and $E=\pm i$. Equation (6) is not violated: for $c=(1,\pm i)$ one finds $c^\dagger Sc=1-1=0$, so the proof that $E$ is real no longer applies.

Neither reduction changes the energies of (1), so what separates them from the true box energies is the choice of basis. The functions $\sin n\pi x$ solve the box problem with $E_n=n^2\pi^2/2$ hartree. The two lowest values are 4.9348 and 19.7392 hartree, against 5 and 21 hartree (136.1 and 571.4 eV) from two polynomials. Relative to the true values the errors are 1.3% and 6.4%. A larger basis can reduce them: adding $x^3(1-x)$ lowers the first level to 4.9349 hartree but leaves the second at 21, because the new direction is even about the middle of the box, and adding $x^4(1-x)$ as well brings the second to 19.75 hartree. Another way of orthogonalizing the same basis changes neither level.

Numbers in the example were calculated in double precision.
